Dry oxidation time for 100 nm from the Deal-Grove law

**Question**

I have a homework problem on the thermal oxidation of silicon. The constants for dry oxidation are A = 0.165 µm, B = 0.0117 µm²/h and tau = 0.37 h, and I have to find how long it takes to grow 100 nm of oxide. The law I was given is

x² + A x = B (t + tau).

I put x = 0.1 µm into the left side, divided by B and got about 2.26 h. Now I don't know what to do with tau. If it is a kind of delay before the growth starts, I would add it. But when I set t = 0 in the law, the thickness does not come out as zero, although my wafer starts without oxide. So what does tau stand for, and is 2.26 h the answer or not? I would also like to see where the law comes from, because I can't tell when I could drop one of the two terms on the left.

**Answer**

Your 2.26 h is the value of t + tau. The furnace time is t alone, so tau has to be subtracted:

t = (x² + A x)/B − tau ≈ 2.26 h − 0.37 h ≈ 1.9 h.

The shift is a head start, not a delay. To see why, and to see what each term on the left does, it helps to build the law from the path that an oxygen molecule takes.

**Three steps in series**

Let x be the total oxide thickness. Oxygen has to enter the oxide from the gas, diffuse through it, and react with silicon at the inner interface. Call C* the oxygen concentration that the oxide would hold in equilibrium with the gas, C₀ the actual concentration just inside the outer surface, and Cᵢ the concentration at the silicon. The number of molecules per unit area and time is, for the three steps,

F = h (C* − C₀)  (entry from the gas),

F = D (C₀ − Cᵢ)/x  (diffusion),

F = k Cᵢ  (reaction).

Here h and k are rate coefficients with the dimension of a velocity, and D is the diffusion coefficient of oxygen in the oxide. The second line assumes a straight concentration profile in a flat oxide. The third assumes a reaction rate proportional to the local concentration.

I have written the same F three times. This is the quasi-steady assumption: hardly any oxygen piles up on the way, so what enters also arrives. It is justified by numbers further down.

Solve each line for its concentration difference:

C* − C₀ = F/h,

C₀ − Cᵢ = F x/D,

Cᵢ = F/k.

When the three lines are added, C₀ and Cᵢ cancel on the left:

C* = F (1/h + x/D + 1/k).

So

F = C*/(1/k + 1/h + x/D).

The three terms in the denominator act like electrical resistances in series. Only the diffusion term grows with the oxide.

**From the flux to the growth law**

Let N be the number of oxygen molecules built into a unit volume of oxide. Each SiO₂ unit takes up one O₂. A layer dx of unit area therefore uses N dx molecules, and F dt molecules arrive in the time dt:

N dx = F dt, so dx/dt = F/N.

Insert F and multiply numerator and denominator by 2D:

dx/dt = (2DC*/N)/[2D(1/k + 1/h) + 2x].

With the abbreviations

A = 2D(1/k + 1/h),  B = 2DC*/N,

this becomes

dx/dt = B/(A + 2x).

The factor 2 is there for convenience: it makes the integrated law come out as x² + A x without a fraction. As a check of units, A is a length and B is a length squared per time, as in your data.

If temperature, gas pressure and crystal face stay the same during the run, A and B are constants. Separate the variables,

(A + 2x) dx = B dt,

and integrate from t = 0, where the thickness is called xᵢ, to the time t:

(x² + A x) − (xᵢ² + A xᵢ) = B t.

Move the starting term to the right and write it as B times a time:

x² + A x = B t + (xᵢ² + A xᵢ) = B (t + tau),

tau = (xᵢ² + A xᵢ)/B.

This fixes the sign. In this model tau is the time that growth from zero to xᵢ would have taken. The wafer is treated as if that part were already done when the clock starts, so the remaining time is shorter by tau.

**Putting in the numbers**

A and B are given in micrometres, so the thickness must be too: 100 nm = 0.100 µm. Then

x² = 0.0100 µm²,

A x = 0.165 µm × 0.100 µm = 0.0165 µm²,

x² + A x = 0.0265 µm².

Divide by B:

t + tau = 0.0265 µm² / (0.0117 µm²/h) = 2.265 h.

Subtract the shift:

t = 2.265 h − 0.37 h = 1.895 h, or about 114 min.

How many of these digits mean something? Suppose each given constant is uncertain by half a unit in its last digit, that is, A by 0.0005 µm, B by 0.00005 µm²/h and tau by 0.005 h. The most unfavourable combinations give 1.876 h and 1.914 h. A fair statement of the result is therefore 1.9 h.

You can also run the law backwards. Written as x² + A x − B(t + tau) = 0, it is a quadratic equation for x, with the roots

x = [−A ± √(A² + 4B(t + tau))]/2.

The minus sign would give a negative thickness, so the plus sign holds. At the time just found, B(t + tau) = 0.0265 µm², and

√(0.165² + 4 × 0.0265) µm = √0.133225 µm = 0.365 µm,

x = (0.365 − 0.165)/2 µm = 0.100 µm.

This inversion checks the arithmetic but not the derivation. For that, the three flux equations were solved numerically at each thickness, with h = 3k so that entry from the gas was not negligible, and with D and k chosen to correspond to your A and B. Integrating the resulting growth rate from xᵢ to 100 nm gave 1.8950 h, in agreement with the formula.

**Can you drop one of the terms?**

The ratio of the two terms on the left is x²/(A x) = x/A, so the thickness has to be compared with A.

For x ≪ A the square is negligible, and

x ≈ (B/A)(t + tau).

Growth is then linear in time. The oxide is so thin that diffusion through it offers little resistance, and reaction and entry from the gas set the pace. The linear rate constant is B/A = 2DC*/N divided by 2D(1/k + 1/h), so D cancels:

B/A = (C*/N)/(1/k + 1/h).

For your data it is 0.0709 µm/h, or about 71 nm/h. With these constants, however, the purely linear law has little practical use: for the square to be at most a tenth of the linear term, the oxide must be thinner than about 16 nm, and there dry oxidation is still in a fast first stage that the law does not describe (see below).

For x ≫ A the linear term is negligible, and

x² ≈ B(t + tau).

Now diffusion sets the pace, and doubling the thickness takes four times the total t + tau. Neither k nor h appears in B.

Your oxide lies between these limits, since x/A = 0.100/0.165 ≈ 0.61. In hours, the two terms are

x²/B = 0.855 h,  A x/B = 1.410 h.

Dropping either one would spoil the answer. The linear term makes up about 62 % of their sum.

It does not follow that reaction and entry are still the larger resistance at the end of the run. In the growth rate B/(A + 2x), they are represented by A = 0.165 µm and diffusion by 2x = 0.200 µm. At 100 nm diffusion thus makes up about 55 % of the resistance. The linear term still has the larger share of the time because the time adds up over the whole growth, including the early part when the oxide was thin.

The growth rate at the end is

dx/dt = 0.0117/(0.165 + 0.200) µm/h ≈ 0.032 µm/h = 32 nm/h.

One more nanometre therefore costs about 1.9 min. This converts a small thickness error into a time error: if the oxide has to be 5 nm thicker, plan for about 9.5 min more.

**Why the thickness is not zero at t = 0**

Set t = 0 in the quadratic solution:

xᵢ = [−A + √(A² + 4B tau)]/2 ≈ 0.023 µm = 23 nm.

Your wafer does not carry 23 nm of oxide when it enters the furnace. Dry oxidation starts faster than the three-step model allows, and tau is an empirical correction for that first stage. The 23 nm is what you get by extending the later growth curve back to t = 0. The law should be used only well above this thickness. It says nothing reliable below or near 23 nm, and the model below suggests that it can still be off by tens of per cent at 30 nm.

But why should a complicated first stage reduce to a single constant? A simple extension of the model shows it. Start from bare silicon, x = 0 at t = 0, and add an extra growth rate that dies away with thickness:

dx/dt = R(x) + E(x),

R(x) = B/(A + 2x),  E(x) = C exp(−x/L).

Here C is a rate, unrelated to the concentrations above, and L is the thickness over which the extra growth fades. The time to reach x is the integral of dx′/(R + E) from 0 to x. Without the extra rate it would be the integral of dx′/R, which is (x² + A x)/B. The time saved is the difference:

s(x) = ∫₀ˣ [1/R − 1/(R + E)] dx′ = ∫₀ˣ E/[R(R + E)] dx′.

The integrand is positive, so time is indeed saved. Once x is several times L (the larger C is compared with R, the more multiples of L are needed), E is much smaller than R, the integrand is nearly zero, and s(x) stops growing. From then on

t = (x² + A x)/B − s, with s nearly constant.

In this model the constant plays the part of tau. The exponential term is an illustration of how a fading extra rate turns into a fixed shift. It does not identify the physical cause of the fast stage, and the C used below is fitted to the given tau, not measured.

To try it with your data, take L = 10 nm as a round model value, and choose C so that the saving reaches 0.37 h in a thick oxide (1 µm was used). This requires C = 0.424 µm/h. The time from bare silicon to 100 nm is then 1.8952 h, against 1.8950 h from the law with constant tau. The early history is quite different, though: the extended model needs about 0.125 h, or 7.5 min, to reach 23 nm, while the law has that thickness at t = 0. In between, the law with constant tau underestimates the time of the extended model by about 38 % at 30 nm, 10 % at 40 nm and 3 % at 50 nm. These figures and the 7.5 min depend on the chosen L and are not predictions for a real wafer.

The argument fails if the extra growth fades too slowly. With L = 50 nm and C again chosen for a late saving of 0.37 h, the time to 100 nm becomes 2.04 h, about 8 % longer than the law predicts. At 100 nm, which is then only 2L, just 2.265 h − 2.044 h ≈ 0.22 h of the saving has been collected. A constant tau thus needs a first stage that is over well before the target thickness.

**If the wafer already has an oxide**

The given tau belongs to a nominally bare wafer. If yours carries a real oxide of thickness x₀, thick enough for the fast stage to be over, integrate from x₀ instead:

t = [(x² − x₀²) + A(x − x₀)]/B.

The old tau does not appear, because the fast stage belongs to the past. As a guide to "thick enough": in the model above with L = 10 nm, this formula overestimates the time to 100 nm by about 7 % for x₀ = 23 nm and by about 1 % for x₀ = 50 nm. Note that x is still the total thickness. You cannot insert only the thickness to be added, since oxygen has to cross the old oxide as well.

**Is the quasi-steady assumption safe?**

Take a rough solubility of C* = 5 × 10¹⁶ cm⁻³ for oxygen in the oxide. Silica with a density of 2.2 g/cm³ contains N = 2.2 × 10²² SiO₂ units per cm³, so

C*/N ≈ 2.3 × 10⁻⁶.

The oxygen dissolved in the layer at any moment is at most about two millionths of the oxygen built into it. The time for diffusion to adjust the profile is of order x²/D. From B = 2DC*/N we have D = BN/(2C*), and hence

x²/D = 2 (C*/N)(x²/B) ≈ 2 × 2.3 × 10⁻⁶ × 0.855 h ≈ 4 × 10⁻⁶ h,

or 0.014 s. Compared with a run of almost two hours, the profile adjusts practically at once.

**What this means for a real furnace**

Your constants lie in the regime of dry oxidation of (111) silicon near 1000 °C at about 1 atm. The largest effect among those estimated here is the crystal face. MOS devices are commonly made on (100) wafers, for which the linear rate constant B/A is lower by a factor of roughly 1.7, while B is taken as unchanged. To estimate the effect, I hold the offset xᵢ = 23 nm fixed and write the time as

t = (x² − xᵢ²)/B + (x − xᵢ)/(B/A) ≈ 0.81 h + 1.09 h.

The second part is multiplied by 1.7, which gives about 2.65 h, or 40 % more than for your constants. Holding xᵢ fixed is itself an assumption, and it means that tau changes with the face (to about 0.6 h). Holding tau fixed instead would give about 2.9 h, and holding C and L of the model above fixed about 2.55 h, so the estimate is no sharper than 35 to 50 % more. For a real (100) process you would use constants measured on that face.

Temperature comes next. With rough activation energies of 1.2 eV for B and 2.0 eV for B/A, and xᵢ again fixed, a furnace running 10 K too hot reaches 100 nm in about 1.69 h, which is 11 % sooner. If both rate constants are taken as proportional to the oxygen pressure, a pressure 1 % too low lengthens the run by 1 %. These are estimates from rough inputs, but they show that the third digit of 1.895 h has no practical meaning. For the problem as set, the answer is 1.9 h; the numerical output below lists the values behind it.

Values computed for the example and the checks

```
A = 0.165 um, B = 0.0117 um^2/h, tau = 0.37 h
target thickness x = 0.100 um
x^2 = 0.0100 um^2, A x = 0.0165 um^2
x^2 + A x = 0.0265 um^2
parabolic term x^2/B = 0.8547 h
linear term x A/B = 1.4103 h
sum t + tau = 2.2650 h
oxidation time t = 1.8950 h = 113.7 min
range from rounding of inputs = 1.876 to 1.914 h
formula thickness at t = 0: x_i = 23.02 nm
linear rate constant B/A = 0.0709 um/h
final growth rate = 32.05 nm/h
time per extra nm at the end = 1.87 min
-- tests --
time from integrated flux balances = 1.8950 h
thickness from forward integration = 100.0000 nm
-- bare silicon with extra rate C exp(-x/L) --
L = 10 nm: C = 0.424 um/h, time to 100 nm = 1.8952 h
L = 10 nm: time to reach x_i = 0.1254 h
L = 50 nm: C = 0.0137 um/h, time to 100 nm = 2.0440 h
-- effects left out (rough inputs, x_i fixed) --
(100) face, B/A lower by factor 1.7: t = 2.65 h (+40 %)
activation energies: B 1.2 eV, B/A 2.0 eV
furnace at 1273 K running 10 K hot: t = 1.69 h (-11 %)
oxygen pressure 1 % low: t = 1.914 h (+1.0 %)
O2 solubility C* = 5e+16 cm^-3
O2 built into oxide N = 2.21e+22 cm^-3
ratio C*/N = 2.3e-06 (dimensionless)
diffusion time x^2/D = 0.014 s
```
